# Wrinkling Wavelength of a Stiff Film on a Soft Substrate

A flat elastic film of thickness $h$, Young's modulus $E_f$ and Poisson ratio $\nu_f$ lies on a much softer elastic substrate with constants $E_s,\nu_s$, deep enough to count as a half-space. The film is compressed along $x$ by a strain of magnitude $\epsilon$, while the substrate is unstressed as long as the film is flat. This happens, for instance, when a film is laid on a slightly stretched elastomer that is then released, provided the elastomer's depth $H$ makes $E_sH\gg E_fh$, so that the film does not hold it back. Beyond some compression the film wrinkles. The problem is to find the wavelength, the onset and the amplitude, and to see what the wavelength reveals about a porous dielectric film.

Take the deflection to be $w=A\cos kx$, positive away from the substrate, with $k=2\pi/\lambda$. Nothing varies along $y$, and wrinkling adds no strain in that direction (plane strain). Slopes are small, $kA\ll1$, and the film is thin on the scale of the wave, $kh\ll1$. Until part (f) the interface transmits normal traction but no shear. Energies are per unit area, averaged over a period; the average is written $\langle\dots\rangle$. The algebra contains neither $\hbar$ nor a charge, so it holds unchanged in atomic units or any other consistent set.

**(a) Which elastic modulus governs the film, and what does bending cost?**

The faces of a thin film carry stresses much smaller than those along it, so $\sigma_z\approx0$. Zero added strain along $y$ requires $\sigma_y-\nu_f\sigma_x=0$. Hooke's law along $x$ then gives

$$\varepsilon_x=\frac{\sigma_x-\nu_f\sigma_y}{E_f}=\frac{1-\nu_f^2}{E_f}\,\sigma_x ,\qquad \sigma_x=F\varepsilon_x,\quad F=\frac{E_f}{1-\nu_f^2}.$$

$F$ is the plane-strain modulus. It exceeds $E_f$ because the film cannot relax sideways.

Let $z$ be measured from the midplane. Lines normal to the midplane stay normal when $kh\ll1$, so a point at height $z$ moves along $x$ by $-zw'$ and has bending strain $-zw''$. The energy is

$$U_b=\Big\langle\int_{-h/2}^{h/2}\tfrac12F z^2w''^2\,dz\Big\rangle=\tfrac12D\langle w''^2\rangle,\qquad D=\frac{Fh^3}{12}.$$

Since $w''=-k^2A\cos kx$ and $\langle\cos^2kx\rangle=\tfrac12$,

$$U_b=\tfrac14Dk^4A^2 .$$

**(b) What does it cost to deform the substrate surface into the same wave?**

Let $\zeta\le0$ be the height measured from the substrate surface. Define $S=E_s/(1-\nu_s^2)$ and $m=\nu_s/(1-\nu_s)$. Eliminating $\sigma_{yy}$ from Hooke's law through $\varepsilon_{yy}=0$ gives

$$\varepsilon_{xx}=\frac{\sigma_{xx}-m\sigma_{\zeta\zeta}}{S},\quad \varepsilon_{\zeta\zeta}=\frac{\sigma_{\zeta\zeta}-m\sigma_{xx}}{S},\quad \varepsilon_{x\zeta}=\frac{(1+m)\sigma_{x\zeta}}{S}.$$

Force balance is satisfied identically by stresses derived from one function $\phi$:

$$\sigma_{xx}=\phi_{\zeta\zeta},\qquad \sigma_{\zeta\zeta}=\phi_{xx},\qquad \sigma_{x\zeta}=-\phi_{x\zeta}.$$

The strains must also come from a displacement field, which requires $\partial_\zeta^2\varepsilon_{xx}+\partial_x^2\varepsilon_{\zeta\zeta}=2\partial_x\partial_\zeta\varepsilon_{x\zeta}$. Inserting the stresses,

$$\phi_{\zeta\zeta\zeta\zeta}+\phi_{xxxx}-2m\,\phi_{xx\zeta\zeta}=-2(1+m)\phi_{xx\zeta\zeta},$$

so $\phi_{\zeta\zeta\zeta\zeta}+2\phi_{xx\zeta\zeta}+\phi_{xxxx}=0$. For $\phi=f(\zeta)\cos kx$ this reads $(d^2/d\zeta^2-k^2)^2f=0$. The solutions that decay with depth are $f=(a+b\zeta)e^{k\zeta}$.

The shear stress is $\sigma_{x\zeta}=kf'\sin kx$. It vanishes at the surface if $f'(0)=ka+b=0$, so $b=-ka$ and

$$f=a(1-k\zeta)e^{k\zeta},\qquad f''=-ak^2(1+k\zeta)e^{k\zeta}.$$

The surface displacement is the integral of the vertical strain from great depth:

$$u_\zeta(0)=\frac{\cos kx}{S}\int_{-\infty}^0\left[-k^2a(1-k\zeta)+m\,ak^2(1+k\zeta)\right]e^{k\zeta}d\zeta .$$

Because $\int e^{k\zeta}d\zeta=1/k$ and $\int k\zeta e^{k\zeta}d\zeta=-1/k$, the first bracket integrates to $2/k$ and the second to zero. Hence $u_\zeta(0)=-(2ka/S)\cos kx$. Setting this equal to $A\cos kx$ gives $a=-SA/(2k)$, and the surface traction is

$$\sigma_{\zeta\zeta}(0)=-k^2a\cos kx=\tfrac12Sk\,w .$$

The substrate acts as a spring whose stiffness grows with $k$, because a short wave packs its strain into a shallow layer. The traction rises in proportion to the displacement, so the stored energy is half their product:

$$U_s=\tfrac12\langle\tfrac12Sk\,w^2\rangle=\tfrac18SkA^2 .$$

**(c) Can the wavelength be found by minimizing $U_b+U_s$ at fixed amplitude? If not, what should be held fixed?**

At fixed $A$, both terms increase with $k$. Their sum has no minimum at nonzero $k$; it merely favours ever longer waves. What is missing is the reason for wrinkling, which is the release of compression.

An element $dx$ of a sloping film has length $\sqrt{1+w'^2}\,dx\approx(1+\tfrac12w'^2)dx$. If $u(x)$ is an additional periodic displacement along the film, the midplane strain is

$$\varepsilon_0=-\epsilon+u'+\tfrac12w'^2 .$$

The average of $u'$ is zero. The average strain is therefore $-\epsilon+\Delta$, where

$$\Delta=\tfrac12\langle w'^2\rangle=\tfrac14k^2A^2$$

is the shortening taken up by the wave. The membrane energy is $\tfrac12Fh\langle\varepsilon_0^2\rangle$. For a given average strain it is least when $\varepsilon_0$ is uniform, since any variation adds its own mean square. Uniformity requires

$$u'=\Delta-\tfrac12w'^2=\tfrac14k^2A^2\cos2kx,\qquad u=\tfrac18kA^2\sin2kx .$$

The film can make this displacement freely because the interface carries no shear. The membrane energy becomes $\tfrac12Fh(\epsilon-\Delta)^2$. It depends on the wave through $\Delta$ alone, so waves of different length must be compared at equal $\Delta$. A longer wave then needs a larger amplitude, and the substrate makes it pay for that.

**(d) Find the wavelength that costs least at fixed shortening.**

Substitute $A^2=4\Delta/k^2$ into the two energies:

$$U_b+U_s=\Delta\,P(k),\qquad P(k)=Dk^2+\frac{S}{2k}.$$

$P$ has the dimension of force per unit width. Bending penalizes short waves and the substrate penalizes long ones. The minimum follows from

$$\frac{dP}{dk}=2Dk-\frac{S}{2k^2}=0\quad\Rightarrow\quad k^3=\frac{S}{4D}=\frac{3S}{Fh^3},$$

and it is a minimum because $P''=2D+S/k^3>0$. Therefore

$$\boxed{\;\lambda=2\pi h\left(\frac{F}{3S}\right)^{1/3}\;}$$

At this point $S=4Dk^3$, so $S/(2k)=2Dk^2$. Bending holds one third of the wrinkle energy and the substrate two thirds.

A mixture of waves does no better within this small-slope model. For $w=\sum_nA_n\cos(k_nx+\varphi_n)$ with distinct $k_n$, the averages of cross terms vanish. Both energies and the shortening are then sums over modes, and

$$U_b+U_s=\sum_n\Delta_nP(k_n)\ge P_{\min}\sum_n\Delta_n .$$

The result also states its own limit. It gives $kh=(3S/F)^{1/3}$, so the assumption $kh\ll1$ means $F\gg3S$. For comparable moduli the predicted wave is no longer long compared with the thickness, and plate theory fails.

**(e) When does wrinkling begin, and how large does it grow?**

The total energy, including the membrane, is

$$U=\tfrac12Fh(\epsilon-\Delta)^2+\Delta P(k).$$

Define $\epsilon_k=P(k)/(Fh)$. Setting $\partial U/\partial\Delta=0$ gives $\Delta=\epsilon-\epsilon_k$, which is admissible if $\epsilon>\epsilon_k$. Inserting it,

$$U=\tfrac12Fh\epsilon_k^2+(\epsilon-\epsilon_k)Fh\epsilon_k=\tfrac12Fh\left[\epsilon^2-(\epsilon-\epsilon_k)^2\right].$$

The flat film has energy $\tfrac12Fh\epsilon^2$. Wrinkling lowers it most for the smallest $\epsilon_k$, which is the same $k$ as in (d). Within this model the wavelength therefore does not change as compression increases past onset.

At the minimum $P=3Dk^2=\tfrac14Fh(kh)^2$, so the onset strain is

$$\epsilon_c=\frac{(kh)^2}{4}=\frac14\left(\frac{3S}{F}\right)^{2/3}.$$

Above it, $\tfrac14k^2A^2=\epsilon-\epsilon_c$. Using $4\epsilon_c/k^2=h^2$,

$$A^2=\frac{4\epsilon_c}{k^2}\left(\frac{\epsilon}{\epsilon_c}-1\right),\qquad A=h\sqrt{\frac{\epsilon}{\epsilon_c}-1}.$$

A softer substrate lengthens the wave and lowers the onset. As $S\to0$ the onset strain tends to zero and the wavelength diverges; the length of the film or the depth of the substrate then intervenes.

**(f) What changes if the film is bonded to the substrate?**

A film that is stiff in its plane resists tangential motion of the surface. Its in-plane stiffness is $Fhk^2$ and that of the substrate is of order $Sk/2$; their ratio $2Fkh/S$ is large. The film's midplane therefore hardly moves sideways. Its underside also shifts as the film rotates, by $(h/2)w'$, but this is smaller than the deflection by a factor $kh/2$. To leading order in $kh$, the surface is held at zero tangential displacement.

Let the surface tractions be $p\cos kx$ (normal) and $\tau\sin kx$ (shear), and the displacements $w_0\cos kx$ and $u_0\sin kx$. Part (b) gives $w_0=2p/(Sk)$ for a normal load. There, both direct stresses at the surface equal $p\cos kx$, so $\varepsilon_{xx}=(1-m)(p/S)\cos kx$ and $u_0=(1-m)p/(Sk)$.

For a shear load alone, $f(0)=0$ and $f=b\zeta e^{k\zeta}$, with $\tau=kb$. At the surface $\sigma_{xx}=2kb\cos kx$ and $\sigma_{\zeta\zeta}=0$, hence $u_0=2b/S=2\tau/(Sk)$. The vertical displacement is

$$w_0=\frac bS\int_{-\infty}^0\left[-k^2\zeta-m(2k+k^2\zeta)\right]e^{k\zeta}d\zeta=\frac{(1-m)b}{S}=\frac{(1-m)\tau}{Sk}.$$

With $\gamma=(1-m)/2=(1-2\nu_s)/[2(1-\nu_s)]$, superposition gives

$$u_0=\frac{2}{Sk}(\tau+\gamma p),\qquad w_0=\frac{2}{Sk}(p+\gamma\tau).$$

Setting $u_0=0$ requires $\tau=-\gamma p$, and then

$$p=\frac{Sk}{2}\,\frac{w_0}{1-\gamma^2}=\frac{Sk}{2}\,\beta w_0,\qquad \beta=\frac{4(1-\nu_s)^2}{3-4\nu_s}.$$

Everything in (d) carries over with $S\to\beta S$, so the wavelength is multiplied by $\beta^{-1/3}$. For an incompressible substrate, $\nu_s=\tfrac12$ and $\beta=1$: the surface has no tendency to move sideways, and the boxed formula holds for a bonded film too. For $\nu_s=0.3$, $\beta=1.96/1.8=1.089$ and the wave is about 2.8% shorter. Two-dimensional elasticity of a bonded film with $F/S=10^4$ and $\nu_s=0.3$ agrees with this corrected wavelength to within 0.5%.

**(g) Evaluate the result for a porous organosilicate film on silicone rubber.**

Take $h=200$ nm, $E_f=5.0$ GPa, $\nu_f=0.25$, $E_s=2.0$ MPa and $\nu_s=0.49$. The moduli are

$$F=\frac{5.0}{1-0.25^2}=5.333\ \text{GPa},\qquad S=\frac{2.0}{1-0.49^2}=2.632\ \text{MPa}.$$

Then $F/(3S)=675.5$, with cube root 8.774, and

$$\lambda=2\pi(200\ \text{nm})(8.774)=11026\ \text{nm}\approx1.10\times10^5\ \text{Å}.$$

The film is indeed thin on this scale: $kh=1/8.774=0.114$. The onset strain is $0.114^2/4=0.00325$, or 0.325%. The corresponding film stress is $F\epsilon_c=17.3$ MPa, or $1.08\times10^{-4}$ eV/Å$^3$. At 1.5 times the onset strain, $A=200\sqrt{0.5}=141$ nm.

As a test, the energy was evaluated by numerical averaging and minimized jointly over $A$, $k$ and the size of a $\sin2kx$ in-plane displacement. It gave 11026 nm and 141.4 nm, with a bending share of 0.3333.

Plate theory itself was tested against two-dimensional elasticity of a compressed layer with a shear-free interface, the layer keeping its unstressed moduli and thickness. The relative error in $k$ is 2.7%, 0.57% and 0.12% for $F/S=10^2$, $10^3$ and $10^4$. Each tenfold step reduces it by about 4.7, close to $10^{2/3}=4.64$, as expected for a correction proportional to $(kh)^2$. For the example, with bonding included, the same theory gives 10997 nm, which is 0.26% below the formula. Only the order $(kh)^2$ of these differences is fixed, not their size or sign: the onset strain $(kh)^2/4$ is of the same order, so they change with the nonlinear elastic law of the film and with whether $k$ is measured before or after compression. For the example, the formula is confirmed to about half a percent.

**(h) How well does a measured wavelength determine the modulus of the film?**

Solving the boxed formula for $F$ and differentiating its logarithm gives

$$F=3S\left(\frac{\lambda}{2\pi h}\right)^3,\qquad \frac{\delta F}{F}=\frac{\delta S}{S}+3\frac{\delta\lambda}{\lambda}-3\frac{\delta h}{h}.$$

The cube root makes the wavelength a gentle function of modulus: halving $F$ at fixed $h$ and $S$ shortens the wave from 11026 to 8751 nm. Conversely, a 1% error in $\lambda$ or $h$ becomes a 3% error in $F$.

The formula also assumes a uniform film. Suppose the top $t=10$ nm has twice the modulus, as a model of a skin densified by plasma treatment. This is the original film plus an extra layer of modulus $F$ and thickness $t$ in the same place. The midplanes of the film and the extra layer are $d=(h-t)/2=95$ nm apart. Bending occurs about their common centroid, which lies at distances $td/(h+t)$ and $hd/(h+t)$ from them. The second moments add to

$$\frac{D_{\rm skin}}{F}=\frac{h^3}{12}+\frac{t^3}{12}+\frac{ht}{h+t}d^2 .$$

The last two terms are $83$ and $9.524\times9025\approx85950$ nm$^3$, against $h^3/12=666667$ nm$^3$. The gain in stiffness is 12.9%, although the thickness-averaged modulus rises by just 5%: the skin sits where the bending strain is largest. Since $k^3=S/(4D)$, the wave lengthens by the factor $1.129^{1/3}$, or 4.1%. Two-dimensional elasticity of the bonded film gives the same relative shift, from 10997 to 11451 nm. Read through the uniform-film formula, that wave implies $F=5.98$ GPa, 12% above the 5.33 GPa of the film beneath the skin.

The chosen values are rough but typical: a few GPa for a porous organosilicate, a few MPa for silicone rubber. The geometry is that of a modulus measurement, not of a chip, where the dielectric rests on stiff solids and $F\gg3S$ fails. Of the departures sized for this example, the assumed skin changes the inferred modulus most; its thickness and stiffness vary with processing. A substrate 10 K warmer than assumed matters about as much as a 1% error in $h$ or $\lambda$, and a real silicone need not follow the ideal law used for this estimate. In an ideal rubber $S$ is proportional to absolute temperature, so a film compressed by the same strain at 310 K instead of 300 K, with the same $F$ and $h$, has a wave 1.1% shorter. This imitates a film about 3% softer if the old $S$ is used. Heating a film that is already wrinkled is a different matter: silicone rubber expands by roughly 0.3% over 10 K, much more than the film, and this would take the example at 1.5 times onset back below the onset strain. Pores of about 2 nm are 1% of the thickness, which supports the use of an averaged modulus. For a substrate 1 mm deep, $k$ times the depth is 570, so the decaying fields of (b) do not reach its base. That depth does not leave the substrate unstressed, however: $Fh=1067$ N/m is 41% of $SH=2632$ N/m, so a released sheet of this depth stays partly stretched and the film is compressed by much less than the prestretch. The residual strain is a fraction of a percent and hardly alters the wavelength, but $\epsilon$ must be read as the strain of the film.

Two effects move the onset but not the selected wavelength. A surface tension $\Gamma$ adds $\tfrac12\Gamma\langle w'^2\rangle=\Gamma\Delta$ to the energy, and hence a constant to $P(k)$. With $\Gamma=0.02$ N/m against $P_{\min}=3.46$ N/m, the onset rises by 0.6%. If the released elastomer is free to widen and deep enough that the film does not restrain it ($SH\gg Fh$, which a 1 mm sheet does not satisfy), it stretches the film along $y$ by $\nu_s\epsilon$. The compressive stress is then $F\epsilon(1-\nu_f\nu_s)$, and the onset strain rises by the factor $1/(1-0.1225)=1.14$. An onset measurement therefore needs the lateral condition to be known, whereas the wavelength, for waves uniform along $y$, does not.

Finally, the neglected nonlinear terms are of the relative order of the squared slope and of the compressive strain, $(kA)^2=0.65\%$ and $\epsilon=0.49\%$ at 1.5 times onset. These numbers indicate a scale and are not a bound on the error. At much larger compression the small-slope theory, including its constant wavelength, can no longer be relied on. The numerical output below lists the values used here.

## Calculated quantities

```
INPUTS (rough typical values)
film thickness: 200 nm
film Young modulus: 5.0 GPa
film Poisson ratio: 0.25
substrate Young modulus: 2.0 MPa
substrate Poisson ratio: 0.49
RESULTS
film plane-strain modulus F: 5.333 GPa
substrate plane-strain modulus S: 2.632 MPa
modulus ratio F/(3S): 675.5
cube root of F/(3S): 8.774
wavelength: 11026 nm = 1.103e+05 angstrom
k times h: 0.1140
onset strain: 0.325 percent
onset film stress: 17.32 MPa = 1.081e-04 eV/angstrom^3
applied strain (1.5 times onset): 0.487 percent
amplitude, formula: 141.4 nm
amplitude, direct minimization: 141.4 nm
wavelength, direct minimization: 11026 nm
bending share of wrinkle energy: 0.3333
wavelength if film modulus is halved: 8751 nm
TEST OF PLATE THEORY (relative error in k, shear-free interface)
F/S = 100: 2.674 percent
F/S = 1000: 0.568 percent
F/S = 10000: 0.122 percent
NEGLECTED EFFECTS
wavelength, bonded 2D elasticity: 10997 nm
its shift from formula: -0.26 percent
onset strain, bonded 2D elasticity: 0.325 percent
F inferred from that wave: 5.292 GPa
skin thickness: 10 nm; skin/film modulus: 2.0
bending stiffness gain from skin: 12.9 percent
wavelength with skin, bonded: 11451 nm
wave shift due to skin: 4.13 percent
F inferred with skin: 5.975 GPa
critical film force: 3.464 N/m
surface tension: 0.02 N/m
tension/critical force: 0.58 percent
maximum slope squared: 0.65 percent
k times depth for 1 mm substrate: 570
pore size: 2 nm; pore/film thickness: 0.010
onset strain factor, free lateral contraction: 1.140
wave shift, ideal rubber 300 to 310 K: -1.09 percent
```
